The electron loop in the muon's anomalous magnetic moment

## First half: from the diagrams to a single integral

The magnetic moment of a muon has magnitude (g/2)eħ/(2m_μ), and its anomaly is a = (g − 2)/2. At order α² one contribution comes from the vertex diagram in which the internal photon turns into a virtual electron–positron pair and back. This problem finds that contribution when the electron is much lighter than the muon, and asks where each term of the answer comes from.

The masses are the physical masses, m for the muon and m_e for the electron, with r = m_e/m. The coupling is α = e²/(4πε₀ħc), defined by the charge seen at zero momentum transfer. During the derivation ħ = c = ε₀ = 1, so e² = 4πα; the constants return in the results. The metric is (+,−,−,−), v̸ means γ^μ v_μ, and σ^{μν} = (i/2)[γ^μ, γ^ν].

For a muon going from momentum p to p′ = p + q, the vertex between the spinors ū′ and u is

Γ^μ = γ^μ F₁(q²) + (i/2m) σ^{μν} q_ν F₂(q²).

Two products of Dirac matrices turn this into a statement about g. Since γ^μ γ^ν = g^{μν} − iσ^{μν}, the Dirac equations p̸u = mu and ū′p̸′ = mū′ give

m ū′γ^μ u = ū′γ^μ p̸u = ū′(p^μ − iσ^{μν} p_ν)u,
m ū′γ^μ u = ū′p̸′γ^μ u = ū′(p′^μ + iσ^{μν} p′_ν)u.

Their sum is the Gordon identity,

ū′(p + p′)^μ u = ū′(2mγ^μ − iσ^{μν} q_ν)u.   (1)

It splits γ^μ into a spin-independent current and the term iσ^{μν}q_ν/(2m). The spin term of the whole vertex therefore has the coefficient F₁ + F₂, and g = 2[F₁(0) + F₂(0)]. The physical charge fixes F₁(0) = 1, so a = F₂(0).

### (a) A photon with a mass

Let the internal photon of the one-loop vertex have mass λ. Find its contribution to a. This will serve as a building block for the electron loop.

**Solution.** The rules are −ieγ^μ for a vertex, i(p̸ + m)/(p² − m²) for a muon line and −ig_{αβ}/(k² − λ²) for the photon. Terms proportional to k_α k_β in the photon line do not affect F₂. Indeed ū′k̸ = −ū′(p̸′ − k̸ − m) and k̸u = −(p̸ − k̸ − m)u, so the two factors cancel the two muon propagators and leave a multiple of ū′γ^μ u.

The constants multiply to (−i)(−ie)²(i)² = −ie², and

δΓ^μ = −ie² ∫ d⁴k/(2π)⁴ N^μ / [(k² − λ²)(k² − 2p·k)(k² − 2p′·k)],
N^μ = γ^α(a̸ + m)γ^μ(b̸ + m)γ_α,

where a = p′ − k and b = p − k are four-vectors here. The muon denominators have been simplified with p² = p′² = m².

Moving γ^α to the right with the anticommutator, and using γ^α γ_α = 4, gives in turn

γ^α v̸ γ_α = 2v̸ − 4v̸ = −2v̸,
γ^α v̸ w̸ γ_α = 2w̸v̸ + 2v̸w̸ = 4v·w,
γ^α v̸ w̸ z̸ γ_α = 2w̸z̸v̸ − 4(w·z)v̸ = −2z̸w̸v̸.

Hence

N^μ = −2b̸γ^μ a̸ + 4m(a + b)^μ − 2m²γ^μ.   (2)

Next combine the denominators with Feynman parameters: x₁ for the line p − k, x₂ for p′ − k, and 1 − x for the photon, where x = x₁ + x₂. The formula is

1/(D₀D₁D₂) = 2 ∫ dx₁dx₂ / [(1 − x)D₀ + x₁D₁ + x₂D₂]³,

with x₁, x₂ ≥ 0 and x ≤ 1. Put k = ℓ + x₁p + x₂p′. The bracket becomes ℓ² − Δ, with

Δ = (x₁p + x₂p′)² + (1 − x)λ² = m²x² − x₁x₂q² + (1 − x)λ²,

because 2p·p′ = 2m² − q².

Terms odd in ℓ integrate to zero. The quadratic term, −2ℓ̸γ^μ ℓ̸, averages to a multiple of γ^μ and belongs to F₁. This is the term that diverges, so F₂ is finite and can be calculated in four dimensions. For the rest,

a = (1 − x₂)p′ − x₁p,   b = (1 − x₁)p − x₂p′.

Between the spinors, p̸ = p̸′ − q̸ on the left and p̸′ = p̸ + q̸ on the right give

ū′b̸ = ū′[(1 − x)m − (1 − x₁)q̸],
a̸u = [(1 − x)m + (1 − x₂)q̸]u.

The product b̸γ^μ a̸ has a γ^μ term, a term with q̸γ^μ q̸, and terms linear in q̸. Since q̸γ^μ q̸ = 2q^μ q̸ − q²γ^μ and ū′q̸u = 0, the second kind is again proportional to γ^μ. The linear terms are

(1 − x)m[(1 − x₂)γ^μ q̸ − (1 − x₁)q̸γ^μ].

The denominator is symmetric in x₁ and x₂, so each may be replaced by x/2. With [γ^μ, q̸] = −2iσ^{μν}q_ν, the linear terms become

(1 − x)(1 − x/2)m[γ^μ, q̸] = −(1 − x)(2 − x)m iσ^{μν}q_ν.

The same symmetry gives (a + b)^μ → (1 − x)(p + p′)^μ, whose σ part follows from (1). Inserting both in (2), the coefficient of iσ^{μν}q_ν is

2m(1 − x)(2 − x) − 4m(1 − x) = −2m x(1 − x).

The momentum integral is done with ℓ⁰ = iℓ₄. Using d⁴ℓ_E = π² s ds, where s = ℓ_E²,

∫ d⁴ℓ/(2π)⁴ 1/(ℓ² − Δ)³ = −i/(16π²) ∫₀^∞ s ds/(s + Δ)³ = −i/(32π²Δ).

The σ part of δΓ^μ is therefore

(−ie²)(2)(−2m)(−i/32π²) ∫ dx₁dx₂ x(1 − x)/Δ · iσ^{μν}q_ν
= (e²m/8π²) ∫ dx₁dx₂ x(1 − x)/Δ · iσ^{μν}q_ν.

Multiplication by 2m gives F₂. At q² = 0 the integrand depends on x alone, and the line x₁ + x₂ = x supplies a factor x. With e² = 4πα,

a(λ) = (α/π) ∫₀¹ dx (1 − x) m²x² / [m²x² + (1 − x)λ²].   (3)

At λ = 0 the fraction is 1 and a = α/(2π). For λ ≫ m the leading result is (α/π)m²/(3λ²): a heavy photon has little effect. It is useful to define

Q_x² = m²x²/(1 − x),   (4)

for then the fraction in (3) is Q_x²/(Q_x² + λ²), the ratio of a massive to a massless propagator at Euclidean momentum Q_x.

### (b) The electron loop in the photon line

Find the factor by which one electron loop changes the photon propagator at spacelike momentum k² = −Q², when α is the coupling at Q = 0.

**Solution.** Use a regulator that permits shifts of the loop momentum and preserves gauge invariance, such as dimensional regularization. Current conservation then gives the loop the form

iΠ^{μν}(k) = i(k²g^{μν} − k^μ k^ν)Π(k²).

The term with k^μ k^ν is enough to find Π. A closed fermion loop brings a factor −1, so the constants are −(−ie)²(i)² = −e², and

iΠ^{μν} = −e² ∫ d⁴l/(2π)⁴ tr[γ^μ(l̸ + m_e)γ^ν(l̸′ + m_e)] / [(l² − m_e²)(l′² − m_e²)],

with l′ = l + k. The trace is

4[l^μ l′^ν + l^ν l′^μ − g^{μν}(l·l′ − m_e²)].

Combine the denominators with a parameter y and set l = ℓ − yk, so that l′ = ℓ + (1 − y)k. The denominator is (ℓ² − Δ_e)², where

Δ_e = m_e² − y(1 − y)k² = m_e² + y(1 − y)Q².

The term ℓ^μ ℓ^ν averages to a multiple of g^{μν}. The part of the trace with k^μ k^ν is thus −8y(1 − y)k^μ k^ν. Comparison with −iΠ k^μ k^ν gives

−iΠ = 8e² ∫₀¹ dy y(1 − y) I(Δ_e),
I(Δ) = ∫ d⁴ℓ/(2π)⁴ 1/(ℓ² − Δ)².

The integral I diverges, but its derivative is twice the convergent integral of part (a):

dI/dΔ = 2(−i/32π²Δ) = −i/(16π²Δ).

Therefore I(Δ_e) − I(m_e²) = −(i/16π²) ln(Δ_e/m_e²). Since Π = 8ie²∫dy y(1 − y)I,

Π(−Q²) − Π(0) = (e²/2π²) ∫₀¹ dy y(1 − y) ln(Δ_e/m_e²).

This difference is finite, and the regulator can now be removed.

Inserting the loop between two photon propagators gives, apart from k^μ k^ν terms,

(−i/k²)(ik²Π)(−i/k²) = −iΠ/k².

The original propagator −i/k² is thus multiplied by 1 + Π. The value Π(0) multiplies every exchange at zero momentum and is already part of the measured e². What remains, with e² = 4πα, is the factor 1 + (α/π)F(t), where t = Q²/m_e² and

F(t) = 2 ∫₀¹ dy y(1 − y) ln[1 + y(1 − y)t].   (5)

F is positive for t > 0. The virtual pairs screen the charge at large distances, and a probe of larger Q sees more of it. For t ≪ 1 the logarithm is nearly its argument. Since ∫₀¹dy y²(1 − y)² = 1/30, this gives F ≈ t/15, so the loop has little effect at wavelengths much longer than ħ/(m_ec).

### (c) Putting the loop into the vertex

Use (a) and (b) to write the electron-loop contribution as a = A(r)(α/π)², with A given by an integral over x and the function F.

**Solution.** Part (a) treats a massive photon, so the corrected propagator is written as a sum of such photons. For any s₀ > 0,

∫_{s₀}^∞ ds Q²/[s(s + Q²)] = ∫_{s₀}^∞ ds [1/s − 1/(s + Q²)] = ln(1 + Q²/s₀).

Apply this in (5) with s₀ = m_e²/[y(1 − y)]. Because Q² = −k²,

(−i/k²) · Q²/[s(s + Q²)] = (1/s) · (−i)/(k² − s).

The right side is the propagator of a photon of mass √s with the positive weight 1/s. Since y(1 − y) ≤ 1/4, these masses start at 2m_e, the threshold for making a real pair.

Each photon contributes as in (3), with λ² = s. Summing over them gives

a = (α/π)² 2∫₀¹dy y(1 − y) ∫_{s₀}^∞ ds/s ∫₀¹dx (1 − x) Q_x²/(Q_x² + s).

All factors are positive, so the integrals may be taken in any order. The integral over s restores the logarithm, and the integral over y restores F:

A(r) = ∫₀¹ dx (1 − x) F(Q_x²/m_e²),   Q_x²/m_e² = x²/[(1 − x)r²].   (6)

The one-loop result, (α/π)∫dx(1 − x), has simply had its integrand multiplied by (α/π)F at momentum Q_x. No assumption about r has been made. If the loop particle were much heavier than the muon, with mass M, then F ≈ t/15 would give

A ≈ (m²/15M²) ∫₀¹ dx x² = m²/(45M²).

A heavy loop is suppressed by a power of its mass. The light electron behaves differently, because F is then needed at large argument over most of the range of x.

## Second half: a light electron

The muon and electron masses are m and m_e, with r = m_e/m ≪ 1, and Q is a Euclidean photon momentum. With ħ = c = ε₀ = 1, the first half gave the electron-loop contribution as a = A(r)(α/π)², where

A(r) = ∫₀¹ dx (1 − x) F(t),   t = Q²/m_e²,   Q = mx/√(1 − x),
F(t) = 2 ∫₀¹ dy y(1 − y) ln[1 + y(1 − y)t].

The factor 1 + (α/π)F multiplies the photon propagator, and α is the coupling at Q = 0.

### (d) Momenta of the order of the muon mass

At Q ~ m the argument t is large. Find the large-t form of F, and the value of A when that form is used for every x.

**Solution.** For large t the 1 inside the logarithm is dropped:

F_as(t) = 2∫₀¹dy y(1 − y)[ln t + ln y + ln(1 − y)].

The first integral is 2(1/2 − 1/3) = 1/3. The two remaining logarithms contribute equally, and ∫₀¹dy yⁿ ln y = −1/(n + 1)², so they give

4∫₀¹dy (y − y²) ln y = 4(−1/4 + 1/9) = −5/9.

Thus F_as(t) = (1/3) ln t − 5/9. Now insert

ln t = 2 ln(1/r) + 2 ln x − ln(1 − x).

The integrals required are

∫₀¹dx (1 − x) = 1/2,
∫₀¹dx (1 − x) ln x = −1 + 1/4 = −3/4,
∫₀¹dx (1 − x) ln(1 − x) = −1/4.

They give

A_as = (1/3)[ln(1/r) − 3/2 + 1/4] − 5/18
= (1/3) ln(1/r) − 5/12 − 5/18
= (1/3) ln(m/m_e) − 25/36.   (7)

The logarithm expresses the growth of the effective coupling between the scales m_e and m. The leading part of (α/π)F at Q ~ m is (2α/3π) ln(m/m_e). Multiplying the one-loop anomaly α/(2π) by it reproduces (α/π)²(1/3) ln(m/m_e). The constant depends on how the vertex distributes its weight over Q, and on the constant −5/9 in F_as.

### (e) What the large-t form leaves out

Show that the correction to (7) is

(π²/4)r + 4r² ln r + O(r²),   (8)

and determine which momenta produce the linear term.

**Solution.** Subtracting F_as from F combines the logarithms without approximation:

D(t) = F(t) − F_as(t) = 2∫₀¹dy y(1 − y) ln[1 + 1/(y(1 − y)t)].   (9)

D is positive, and ln(1 + u) ≤ u gives the bound D(t) ≤ 2/t. The missing part of A is ∫dx(1 − x)D.

It is easier to follow in the variable κ = Q/m = x/√(1 − x). Differentiation gives

dκ/dx = (1 − x)^(−1/2) + (x/2)(1 − x)^(−3/2) = (1 − x/2)/(1 − x)^(3/2).

Hence (1 − x)dx = w(κ)dκ, with

w = (1 − x)^(5/2)/(1 − x/2).

For small κ, x = κ + O(κ²) and

w = 1 − (5/2)x + x/2 + O(x²) = 1 − 2κ + O(κ²).

The quantity needed is ∫₀^∞ dκ w(κ)D(κ²/r²).

First replace w by 1 and put κ = rτ, so that τ = Q/m_e. The result is r∫₀^∞dτ D(τ²). With c = y(1 − y), integration by parts gives

∫₀^∞dτ ln[1 + 1/(cτ²)] = ∫₀^∞dτ 2/(1 + cτ²) = π/√c.

The boundary term τ ln[1 + 1/(cτ²)] vanishes at both ends. Therefore

∫₀^∞dτ D(τ²) = 2π∫₀¹dy √(y(1 − y)) = 2π · π/8 = π²/4.   (10)

The last integral is the area of a semicircle of radius 1/2.

Next comes the error of replacing w by 1, namely ∫dκ (w − 1)D(κ²/r²). It has three ranges:

- For κ < r, w − 1 is of order κ, and the integral is of order r².
- For r < κ < 1, the leading factors are w − 1 ≈ −2κ and D ≈ 2r²/κ². They give −4r²∫dκ/κ = −4r² ln(1/r) = 4r² ln r. The next terms of w and D contribute at order r².
- For κ > 1, w − 1 lies between −1 and 0 and D ≤ 2r²/κ², so the integral is again of order r².

This establishes (8). Together with (7),

A(r) = (1/3) ln(m/m_e) − 25/36 + (π²/4)(m_e/m) + 4r² ln r + O(r²).   (11)

The three-term formula, made of the first three terms of (11), is thus an expansion for a light electron. It fails well before r reaches 1: at r = 0.05 it is 6% too large, and at r = 0.2 it gives 0.336 where the integral (6) gives 0.133.

The linear term comes from Q of the order of m_e. If only momenta above a fixed fraction κ₀ of m are kept, then w ≤ 1 and D ≤ 2r²/κ² limit their part of the correction to at most 2r²/κ₀. That is quadratic in the electron mass. Numerical quadrature shows the contrast. Take κ₀ = 0.1 and halve r from 0.001 to 0.0005. The part of ∫dx(1 − x)D above κ₀ falls by a factor 3.999, while the whole integral falls by a factor 1.991.

The integral (10), evaluated numerically up to a finite upper limit, shows how the coefficient builds up. Momenta below m_ec supply 50.4% of it, those below 10m_ec supply 92.0%, and those below 100m_ec supply 99.2%. The slow approach reflects the tail D ≈ 2/τ², which for T ≫ 1 leaves about 2/T of the integral beyond τ = T.

An odd power of m_e may look surprising, since F depends on m_e². Expanding D in m_e² under the integral would give 2r²∫dκ/κ², which diverges at small κ. Below κ ~ r the true D grows only logarithmically, so its integral converges, and the result is of order r²/r = r. The linear term is proportional to the square root of m_e², a non-analytic dependence that an expansion made at Q ~ m cannot produce.

### (f) The static field of the muon

Compare the linear term with the change of the muon's mass caused by the same photon line. What does the comparison say about the magnetic moment itself?

**Solution.** The muon self-energy Σ enters the propagator as i/(p̸ − m₀ − Σ), where m₀ is the bare mass. To first order the mass shift δm is Σ evaluated on shell. For a photon of mass λ,

−iΣ = (−ie)²(i)(−i) ∫ d⁴k/(2π)⁴ γ^α(p̸ − k̸ + m)γ_α / [(k² − 2p·k)(k² − λ²)].

The numerator is −2(p̸ − k̸) + 4m. For a muon at rest, p̸ has the value m and k̸ the value k⁰ between the spinors, so the numerator becomes 2m + 2k⁰. The constants in front equal −e², hence Σ = −ie² times the integral.

Terms k_α k_β in the photon line do not contribute here. As in (a), each factor k̸ next to a spinor equals −(p̸ − k̸ − m); one factor cancels the muon propagator, and the other leaves a multiple of ūk̸u times a function of k², which is odd in k and integrates to zero.

Set k⁰ = ik₄, with k₄ = K cos θ and K the Euclidean length. The measure is d⁴k = i·4πK³ sin²θ dK dθ. The two denominators become −(K² + 2imk₄) and −(K² + λ²), and their signs cancel. By part (c), the sum over photon masses replaces 1/(K² + λ²) by (α/π)F(K²/m_e²)/K². The constants combine to

e² · 4π/(2π)⁴ = α/π².

The imaginary part is odd in cos θ and integrates to zero. The real part of the muon factor is

Re[(2m + 2imκ cos θ)/(m²κ² + 2im²κ cos θ)] = (1/m)(2 + 4cos²θ)/(κ² + 4cos²θ),

with κ = K/m. The relative mass shift is therefore

δm/m = (α/π)² ∫dκ w_m(κ)F(κ²/r²),
w_m = (κ/π) ∫₀^π dθ sin²θ (2 + 4cos²θ)/(κ² + 4cos²θ).   (12)

To find w_m, use two algebraic identities:

(2 + 4cos²θ)/(κ² + 4cos²θ) = 1 + (2 − κ²)/(κ² + 4cos²θ),
sin²θ/(κ² + 4cos²θ) = −1/4 + (1 + κ²/4)/(κ² + 4cos²θ).

The substitution u = tan θ gives

∫₀^π dθ/(κ² + 4cos²θ) = ∫₋∞^∞ du/(κ²u² + κ² + 4) = π/[κ√(κ² + 4)].

Consequently

w_m = κ/2 + (2 − κ²)[√(κ² + 4) − κ]/4 = 1 − 3κ²/8 + O(κ³).   (13)

The complete mass shift diverges at large κ, and the divergence is absorbed in the bare mass. The part due to D converges. At small κ both w_m and w approach 1; at Q = m_ec their values are 0.99999 and 0.9904 for the actual muon. The integral (10) therefore gives the same linear term in both quantities:

(δm/m)_lin = a_lin = (α/π)²(π²/4)(m_e/m).   (14)

The physical content is visible in (12). For κ ≪ 1 the integrand is concentrated where |cos θ| is of order κ, so that |k₄| is of order K²/m, much less than K. The photon carries momentum but hardly any energy. The heavy muon acts as a nearly fixed charge, and the interaction is its own Coulomb field. The electrostatic self-energy due to D, with the usual factor 1/2, is

δE = (1/2)∫d³k/(2π)³ (e²/k²)(α/π)D(k²/m_e²)
= (α/π)² ∫₀^∞dk D(k²/m_e²)
= (α/π)²(π²/4)m_e.

Here d³k = 4πk²dk and e² = 4πα were used. In SI units,

δE = α²m_ec²/4,   a_lin = δE/(m_μc²).   (15)

This energy is measured from the field energy that F_as would give if it held at every momentum. It is positive because D > 0 at every momentum, by (9). At small Q, D is large because F_as falls without limit as Q → 0, while the true F stops at zero: electron pairs cease to respond at distances much larger than ħ/(m_ec).

The magnetic moment is (1 + a)eħ/(2m). At fixed bare mass, a small change of a and m alters it by the relative amount

δa − δm/m,

to leading order. By (14) the linear terms cancel. At this order in α, the static field thus adds to the muon's mass without a linear change of its magnetic moment. The anomaly acquires the linear term because the moment is compared with eħ/(2m), a unit that contains the physical mass.

### (g) The electron and the muon

Evaluate the contribution for the actual masses, and find the error of the three-term formula.

**Solution.** The rest energies are m_ec² = 0.510999 MeV and m_μc² = 105.6584 MeV. They give m_μ/m_e = 206.768 and r = 0.00483633. The three terms are

(1/3) ln(206.768) = 1.77720,
−25/36 = −0.69444,
(π²/4)(0.00483633) = 0.01193.

Their sum is

1.77720 − 0.69444 + 0.01193 = 1.09469.

For comparison, the integral in (6) can be evaluated without expanding in r. The trapezoidal rule in the variables ln[x/(1 − x)] and ln[y/(1 − y)] gives A = 1.09426. The three-term formula is too large by 4.30 × 10⁻⁴, or 0.04% of the full value. The first two terms alone are too small by 1.15 × 10⁻², about 1% of it.

The leading neglected term, 4r² ln r, is −4.99 × 10⁻⁴. It has the sign and approximate size of the actual remainder, −4.30 × 10⁻⁴. The difference of 0.69 × 10⁻⁴ is about 2.9r², consistent with further terms of order r².

With α = 0.00729735, (α/π)² = 5.39549 × 10⁻⁶. The electron-loop contribution is

a = 1.09426 × 5.39549 × 10⁻⁶ = 5.9041 × 10⁻⁶.

This is 0.51% of the one-loop anomaly, α/(2π) = 1.16141 × 10⁻³. The linear term supplies 6.44 × 10⁻⁸, about 1.1% of the electron-loop contribution.

The field energy in (15) is δE = 6.80 eV. Dividing it by the muon's rest energy recovers the linear term:

6.80 eV/(105.6584 × 10⁶ eV) = 6.44 × 10⁻⁸.

The associated length is ħ/(m_ec) = 3.86 × 10⁻¹³ m. It is 206.768 times the muon's own length ħ/(m_μc), which is why the muon can be treated as nearly static in the region that produces this term.
